# What a sharp 1x1 pattern says about hydrogen on silicon

**Q:** I took a silicon(111) wafer from its last fluoride etch and recorded low-energy electron diffraction. The pattern is 1x1 and the spots are sharp. Missing hydrogen would disturb the lattice and blur the spots, so the surface must be completely hydrogen-terminated.

**A:** The spots test whether there is a common lattice with long-range order. Removing hydrogen at random changes what sits on some lattice sites, but it doesn't move the sites. Blurring needs something else, such as small domains or irregular steps.

**Q:** A site without hydrogen scatters differently, though. How can the spots not notice?

**A:** Their intensities notice. Let there be $N$ surface sites at in-plane positions $\mathbf R_j$. Each carries a column: a top silicon atom, the silicon below it, and either a hydrogen atom or a vacancy. The column scatters with amplitude $F_H$ if covered and $F_V$ if vacant. Let $s_j=1$ for a covered site and $s_j=0$ for a vacant one, and let $c$ be the vacancy probability. With $D=F_H-F_V$,

$$F_j=F_V+s_jD .$$

I assume for now that the lattice is rigid, that vacancies occur independently, and that no wave scatters from one column to another. If $\mathbf q$ is the change of the electron's wave vector parallel to the surface, the amplitude and the mean intensity are

$$A(\mathbf q)=\sum_jF_j e^{-i\mathbf q\cdot\mathbf R_j},\qquad
I(\mathbf q)=\sum_{i,j}\langle F_iF_j^*\rangle e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)} .$$

The average is over vacancy arrangements. It is appropriate because the beam covers many coherently scattering patches, whose intensities add.

**Q:** Then everything depends on the pair average.

**A:** Yes. The mean of $s_j$ is $1-c$, so the mean column amplitude is

$$\bar F=F_V+(1-c)D=(1-c)F_H+cF_V .$$

Write $F_j=\bar F+u_jD$, where $u_j=s_j-(1-c)$ has zero mean. The terms linear in $u$ vanish on averaging, leaving

$$\langle F_iF_j^*\rangle=|\bar F|^2+|D|^2\langle u_iu_j\rangle .$$

For different sites, independence gives $\langle u_iu_j\rangle=\langle u_i\rangle\langle u_j\rangle=0$. For the same site, $s_j^2=s_j$, because $s_j$ is 0 or 1, and so

$$\langle u_j^2\rangle=\langle s_j^2\rangle-\langle s_j\rangle^2=(1-c)-(1-c)^2=c(1-c).$$

In the double sum, the constant part gives $|\bar F|^2|S|^2$, with $S(\mathbf q)=\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. The same-site part has no phase factor and gives $N$ equal terms:

$$I(\mathbf q)=|\bar F|^2|S(\mathbf q)|^2+N\,c(1-c)\,|D|^2 .$$

As a check, I summed over all 4096 arrangements on a patch of 3 by 4 sites, for $c=0.05$, 0.3 and 0.8 and four values of $\mathbf q$. The largest relative difference from this formula was $1.4\times10^{-15}$.

**Q:** So the first term is my spot pattern?

**A:** It is. The lattice sum $S$ contains no $c$. It peaks where $\mathbf q$ is a reciprocal-lattice vector, because all the phases then agree and $|S|^2=N^2$. The width of the peak is set by the size of the ordered region. The vacancies enter through the prefactor $|\bar F|^2$ and through the second term, which has no lattice peaks. It lies between the spots as well as under them, and follows the variation of $|D|^2$ with angle, which is smooth on the scale of a spot.

On simulated surfaces of 128 by 128 sites, the full width at half maximum of a spot was 0.00692 reciprocal-lattice units both for full coverage and for 20 % random vacancies. The position was 1.00000 in both cases.

**Q:** But the intensity between the spots must come from somewhere.

**A:** Average over one surface Brillouin zone, treating the column amplitudes as constant there. The average of $e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}$ is 1 for $i=j$ and 0 otherwise, so the average of $|S|^2$ is $N$. The total per site is therefore

$$|\bar F|^2+c(1-c)|D|^2 .$$

Expand both terms. The coefficient of $|F_H|^2$ is $(1-c)^2+c(1-c)=1-c$, and that of $|F_V|^2$ is $c^2+c(1-c)=c$. The cross terms are $2c(1-c)\,\mathrm{Re}(F_HF_V^*)$ from the first part and the same with a minus sign from the second, so they cancel:

$$|\bar F|^2+c(1-c)|D|^2=(1-c)|F_H|^2+c|F_V|^2 .$$

The total is what the covered and vacant columns would give separately. Disorder decides how much of it goes into the spots and how much is spread out.

**Q:** If ten per cent of the hydrogen were missing, surely I would see that background.

**A:** Compare it with the spots. Averaged over the zone, and at the top of a spot, the ratios of diffuse to Bragg intensity are

$$r_{\rm zone}=\frac{c(1-c)|D|^2}{|\bar F|^2},\qquad r_{\rm peak}=\frac{r_{\rm zone}}{N}.$$

The second has the extra $1/N$ because the Bragg peak grows as $N^2$ and the diffuse term as $N$. Here $N$ is the number of sites that scatter coherently. For a surface lattice constant of 0.384 nm the cell area is 0.1277 nm², so a coherent patch 10 nm by 10 nm holds $100/0.1277=783$ sites.

**Q:** And the amplitudes? Hydrogen is such a weak scatterer that I would expect $D$ to be negligible.

**A:** I estimated them for electrons of 100 eV inside the crystal, at normal incidence and exit. The atoms are static screened potentials, without exchange or changes due to bonding. Direct backscattering from hydrogen has amplitude 0.0041 nm, against 0.083 nm for silicon, so in that respect hydrogen is indeed weak.

But the hydrogen sits above a silicon atom, 0.15 nm away, and it scatters strongly forward. The wave it sends to that silicon atom is 0.304 of the incident wave in modulus. Call this relative wave $g$. It changes the illumination of the silicon by the factor $1+g$ and, by reciprocity, the wave leaving along the normal by the same factor. The silicon contribution to $D$ is therefore $f_{\rm Si}[(1+g)^2-1]=f_{\rm Si}(2g+g^2)$. Its modulus can be at most

$$0.083\times(2\times0.304+0.304^2)\ \text{nm}\approx0.058\ \text{nm}.$$

With its phases and the direct term included, the calculation gives $|D|=0.0576$ nm, about 14 times the direct hydrogen amplitude. This scattering stays inside one column, so it belongs in $F_H$ and leaves the derivation unchanged. Treat the value as an estimate good to about 30 %. A static Hartree–Fock potential for silicon lowers $|D|$ to 0.048 nm, and allowing for the curvature of the wave from the hydrogen lowers it to 0.053 nm. The hydrogen also illuminates neighbouring and deeper silicon atoms, which I left out; adding those paths at the spot gives roughly 0.04 nm.

**Q:** What does that make of ten per cent vacancies?

**A:** The silicon layers, added with their phases and an attenuation length of 0.5 nm, give $|F_V|=0.144$ nm. With hydrogen, $|F_H|=0.198$ nm. At $c=0.1$ the Bragg intensity is 0.945 of its value at full coverage, so

$$|\bar F|^2=0.945\times(0.1976\ \text{nm})^2=0.0369\ \text{nm}^2,$$

$$r_{\rm zone}=\frac{0.1\times0.9\times(0.0576\ \text{nm})^2}{0.0369\ \text{nm}^2}\approx0.0081 .$$

Dividing by 783 gives $r_{\rm peak}\approx1.0\times10^{-5}$. With energy, geometry and patch size fixed, other vacancy fractions give:

| $c$ | Bragg, relative to $c=0$ | $r_{\rm zone}$ |
|---|---:|---:|
| 0.01 | 0.994 | 0.0008 |
| 0.10 | 0.945 | 0.0081 |
| 0.50 | 0.743 | 0.029 |
| 0.90 | 0.569 | 0.013 |

Even with half the hydrogen missing at random, the model keeps sharp spots at 74 % of their full-coverage intensity. These numbers are for the specular beam at normal incidence, which the electron gun usually hides, and for this one energy. Between 60 and 140 eV, in steps of 1 eV, the same model gives $r_{\rm zone}$ from 0.002 to 0.06 at $c=0.1$, and a spot intensity from 43 % to 89 % at $c=0.5$. For the two inequivalent first-order spots at 100 eV, the ratio at $c=0.1$ is about 0.02 and 0.08.

**Q:** The spot intensity changes more than the background does. Could I read the coverage from that?

**A:** Only with a calibration or a reliable calculation. Since $\bar F=F_H-cD$,

$$|\bar F|^2=|F_H|^2-2c\,\mathrm{Re}(F_H^*D)+c^2|D|^2 .$$

For few vacancies the change is linear in $c$, but its sign and size depend on the relative phase of $F_H$ and $D$. That phase involves interference between silicon layers, which depends on energy. The loss of 5.5 % at $c=0.1$ belongs to this energy and this model. Between 60 and 140 eV the loss ranges from 2 % to 14 %; at a few energies outside that range, between 50 and 200 eV, the spot instead gains up to about 3 %. Without a reference intensity, a sharp spot 5.5 % weaker looks like any other sharp spot. Ratios between spots need no reference surface: in this model the two first-order spots at 100 eV have an intensity ratio of 3.9 at $c=0$, 4.4 at $c=0.1$ and 7.7 at $c=0.5$. Turning such a ratio into a coverage needs a calculation more accurate than this one.

**Q:** Then I will use the background. If I measure none above my detection limit, the termination is complete.

**A:** That inference fails in two ways even within the model. First, $c(1-c)$ has the same value for $c$ and $1-c$, because a nearly empty set of sites is as uniform as a nearly full one. The limit $c\to1$ is formal for silicon: a clean Si(111) surface reconstructs, to 7x7 after annealing for instance, so a rigid lattice of bare sites does not describe it. But the symmetry shows that the diffuse term measures compositional disorder, and not the amount of hydrogen.

Second, the vacancies may not be independent. Let their covariance at separation $\mathbf R$, averaged over starting sites, be $c(1-c)\alpha(\mathbf R)$, with $\alpha(0)=1$. Neglecting edges, the same pair sum gives

$$I_{\rm diff}(\mathbf q)=N c(1-c)|D|^2\sum_{\mathbf R}\alpha(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}.$$

The zone average keeps only $\mathbf R=0$. With $D$ constant, correlation moves diffuse intensity around without changing its average.

**Q:** Where does it move if the vacancies cluster?

**A:** Towards the spots. Suppose blocks of 4 by 4 sites are covered or vacant as units. There are $N/16$ independent blocks, and close to a spot the 16 waves of a block add in phase, giving $16^2$ in intensity. The result is $16^2/16=16$ times the independent-vacancy value.

I averaged 200 simulated surfaces of 64 by 64 sites at $c=0.2$, over a window reaching three steps of 1/64 reciprocal unit from the spot along each axis. The enhancement was 14.6, against 14.5 expected for that window; it is below 16 because the waves of a block begin to dephase away from the spot. The zone average was 0.99 of the independent-vacancy value.

Larger bare patches concentrate the intensity still closer to the spot. If the bare and the covered patches are all much wider than the coherent width, most coherent regions are entirely covered or entirely vacant, and their intensities add as $(1-c)|F_H|^2+c|F_V|^2$, multiplied by $|S|^2$. Apart from regions at patch boundaries there is then no diffuse term, although a fraction $c$ of the hydrogen is missing. This assumes that the bare patches keep the 1x1 lattice, which is doubtful for wide patches because clean Si(111) reconstructs.

**Q:** And if the vacancies order?

**A:** Then you see new spots. Put a vacancy on every second site in both directions, so that $c=1/4$. At each of the three half-order positions in the zone, the uniform part of the amplitude cancels and the $N/4$ vacancies add in phase to give $-DN/4$. Each extra spot has intensity

$$\frac{N^2|D|^2}{16}=0.0625\,N^2|D|^2 .$$

The three together carry $\frac{3}{16}N^2|D|^2=c(1-c)N^2|D|^2$, which is the former diffuse total summed over the $N$ allowed wave vectors. A 1x1 pattern can therefore argue against well-ordered 2x2 vacancies, if such spots would be bright enough to detect. It has no such force against random ones.

**Q:** Low-energy electrons scatter many times. Doesn't that undo the whole argument?

**A:** The spot positions survive. Shift a vacancy arrangement by a lattice vector $\mathbf R$. The full scattered amplitude, including multiple scattering, is multiplied by $e^{-i\mathbf q\cdot\mathbf R}$. On an extended surface the shifted arrangement is equally probable, so

$$\langle A(\mathbf q)\rangle=e^{-i\mathbf q\cdot\mathbf R}\langle A(\mathbf q)\rangle .$$

The mean amplitude must vanish unless $e^{-i\mathbf q\cdot\mathbf R}=1$ for every lattice vector, which is the Bragg condition. The mean intensity also contains the fluctuation, $\langle|A|^2\rangle-|\langle A\rangle|^2$. It has no sharp peaks if the vacancies are independent or correlated only over short distances and the waves are damped over a short path, because distant regions then add in intensity. Long-range order escapes the argument: the four equally probable shifts of the 2x2 arrangement give $\langle A\rangle=0$ at the half-order positions, and yet an intensity $N^2|D|^2/16$ there.

The $c(1-c)$ law is less robust. Let $v_j=1-s_j$ mark the vacancies. Away from the Bragg positions the perfect surface contributes nothing, and

$$A=\sum_jv_jW_j+\sum_{i<j}v_iv_jW_{ij}+\dots$$

Here $W_j$ is the wave caused by one vacancy, including its scattering through the otherwise perfect crystal. The variance of the first sum is $c(1-c)\sum_j|W_j|^2$, so the law holds for these terms. The pair terms spoil it. Substituting $v_j=c+(v_j-c)$ turns the coefficient of each fluctuation into $W_j+c\sum_{i\ne j}W_{ij}$, a correction that starts at first order in $c$. The products of two fluctuations add $c^2(1-c)^2\sum_{i<j}|W_{ij}|^2$, which is also of relative order $c$.

**Q:** How large is that correction?

**A:** I estimated it in a periodic cell of 3 by 3 sites, with hydrogen and top silicon atoms acting as s-wave scatterers. Relative to $c(1-c)$ times the single-vacancy slope, the diffuse intensity summed over the eight non-Bragg beams was higher by 1.2 % at $c=0.05$, 2.4 % at $c=0.1$, 12 % at $c=0.5$ and 22 % at $c=0.9$. The symmetry between $c$ and $1-c$ is thus approximate. These figures size the effect in a small model and are not bounds for a real surface. A cell of 4 by 4 sites gives 1.4, 2.8, 14 and 26 %, and the sign depends on energy: at 90 eV the 3 by 3 cell gives an intensity lower by 4.5 % at $c=0.1$ and by 33 % at $c=0.9$.

**Q:** How close is your example to my wafer?

**A:** The lattice constant, Si–H distance, attenuation length and coherent width are rough typical values for hydrogen-terminated Si(111) and a conventional diffraction instrument. The rigid lattice is the assumption that matters most for seeing the background. Take a single layer of identical atoms that move independently, with a rough rms displacement of 0.008 nm along the surface normal. Its spots keep a fraction 0.51 of their rigid-lattice intensity, and its thermal diffuse scattering, averaged over the zone, is 0.96 of the remaining Bragg intensity. For columns of several layers the ratio also depends on the interference between layers, so I use 0.96 only as an order of magnitude. The vacancy term at $c=0.1$ is 0.0081 of the Bragg intensity if thermal motion weakens both equally, so the thermal background is larger by roughly a factor of a hundred.

The absolute spot intensities are also uncertain. Silicon's forward amplitude is comparable to the Si–Si bond length, so single scattering between silicon layers is a poor approximation. The ratio depends on the potential: 2.4 for the screened free-atom potential used here, 1.5 for a static Hartree–Fock atom, and about 0.7 when the potential is cut off at half the bond length. Across the zone, $|D|^2$ falls to 0.89 of its value at the spot by the zone edge examined, which makes the background not quite flat within the first zone. At larger exit angles it falls much further, to 0.58 at the first-order spots (22°), 0.30 at 30° and 0.06 at 40°. I have not calculated how silicon relaxes around a vacancy. On a wet-processed wafer, oxygen or another species may also occupy the site. A fixed replacement changes $F_V$ and hence $D$; a mixture of replacements needs more than two column amplitudes.

**Q:** So what may I write in my report?

**A:** That the silicon within the probing depth has a well-ordered 1x1 lattice over at least the distance your spot width can resolve. This need not include the outermost layer. In this model, removing the hydrogen and giving the top silicon layer random lateral positions leaves the two first-order spots at 100 eV with 0.20 and 1.07 of their peak intensity, and with widths unchanged to within 3 %, because the buried layers still diffract. For the hydrogen coverage you need a measurement that responds to it, such as infrared absorption of the Si–H stretch calibrated against a known surface, or spot intensities compared with a reference and a full multiple-scattering calculation. The remaining values of this example are in the numerical output.

## Numbers as computed

```
Electron energy inside crystal: 100 eV
Surface lattice constant: 0.384 nm; Si-H distance: 0.15 nm
Attenuation length: 0.5 nm; coherent width: 10 nm
Electron wave number: 51.23 nm^-1
Surface cell area: 0.1277 nm^2; coherent sites: 783
H backscattering |f|: 0.00410 nm (Born: 0.00355 nm)
Si backscattering |f|: 0.08284 nm
H-scattered wave at Si / incident wave: 0.304
Attenuated Si layer sum, modulus: 1.735
|F_H|: 0.19755 nm; |F_V|: 0.14373 nm
Contrast |F_H-F_V|: 0.05755 nm
Columns: c; c(1-c); Bragg/Bragg(c=0); diffuse/Bragg over zone; same at peak
  0.00; 0.0000; 1.0000; 0.000e+00; 0.000e+00
  0.01; 0.0099; 0.9945; 8.447e-04; 1.079e-06
  0.05; 0.0475; 0.9724; 4.145e-03; 5.293e-06
  0.10; 0.0900; 0.9453; 8.078e-03; 1.032e-05
  0.20; 0.1600; 0.8923; 1.521e-02; 1.943e-05
  0.50; 0.2500; 0.7434; 2.853e-02; 3.644e-05
  0.90; 0.0900; 0.5687; 1.343e-02; 1.715e-05
Enumeration, largest relative error: 1.4e-15
Spot position, c=0 and c=0.2: 1.00000, 1.00000 recip. units
Spot FWHM, c=0 and c=0.2: 0.006921, 0.006919 recip. units
Random diffuse / law, near and far from spot: 1.012, 1.006
4x4 blocks near spot / random law: 14.64 (expected 14.51)
4x4 blocks, zone average / random law: 0.989
Ordered 2x2 vacancies, each extra spot / (N^2 |D|^2): 0.0625
Zone-edge exit angle: 10.63 degrees
Diffuse |D|^2 at zone edge / at spot: 0.892
Rms atomic displacement: 0.008 nm
Debye-Waller intensity factor: 0.511
Thermal diffuse / Bragg, independent atoms: 0.958
Si forward |f| / Si-Si bond length: 2.36
Multiple scattering, departure from c(1-c) slope at c=0.05: 1.19 %
Multiple scattering, departure from c(1-c) slope at c=0.10: 2.39 %
Multiple scattering, departure from c(1-c) slope at c=0.50: 12.22 %
Multiple scattering, departure from c(1-c) slope at c=0.90: 22.37 %
```
